# Polariton Frequencies of a Charged Oscillator in Coulomb Gauge

## The system

A non-relativistic particle of charge \(e\) and mass \(m\) moves along \(x\), bound to a fixed centre by a harmonic force of frequency \(\omega_0>0\). It sits in a lossless cavity with perfectly conducting walls. One cavity mode, of frequency \(\omega_c>0\), is kept and all others are left out. Gaussian units are used. In Coulomb gauge the vector potential is transverse, \(\nabla\cdot\mathbf A=0\), and the static forces on the charge are taken to be contained in the harmonic binding.

The mode has a real shape function \(\mathbf u(\mathbf r)\), which points along \(x\) and has unit length at the binding centre. Its mode volume is

\[
V=\int|\mathbf u|^2\,d^3r .
\]

In the dipole approximation the vector potential acting on the charge is its value \(A\) at the centre, so that \(A\) does not depend on \(x\). Minimal coupling then gives

\[
H=\frac{1}{2m}\left(p-\frac{e}{c}A\right)^2+\frac12 m\omega_0^2x^2+H_{\rm mode},\qquad [x,p]=i\hbar .
\]

## Part (a): the mode as an oscillator

**Question.** Write \(\mathbf A(\mathbf r)=c\sqrt{4\pi/V}\;Q\,\mathbf u(\mathbf r)\), with \(P=\dot Q\). Find \(H_{\rm mode}\) in terms of \(Q\) and \(P\), and express \(A\) at the charge through the photon operators \(a\) and \(a^\dagger\).

**Answer.** The transverse electric field is

\[
\mathbf E=-\frac1c\frac{\partial\mathbf A}{\partial t}=-\sqrt{\frac{4\pi}{V}}\,P\,\mathbf u ,
\]

so the electric energy is

\[
\frac1{8\pi}\int|\mathbf E|^2d^3r=\frac1{8\pi}\,\frac{4\pi}{V}\,P^2\,V=\frac{P^2}{2}.
\]

The magnetic energy needs the integral of \(|\nabla\times\mathbf u|^2\). Put \(\mathbf w=\nabla\times\mathbf u\). The identity \(\nabla\cdot(\mathbf u\times\mathbf w)=|\mathbf w|^2-\mathbf u\cdot(\nabla\times\mathbf w)\) gives

\[
\int|\mathbf w|^2d^3r=\int\mathbf u\cdot(\nabla\times\mathbf w)\,d^3r+\oint(\mathbf u\times\mathbf w)\cdot d\mathbf S .
\]

The surface term vanishes because \(\mathbf u\) has no tangential component at a perfect conductor. The mode equation is \(\nabla\times\nabla\times\mathbf u=(\omega_c^2/c^2)\mathbf u\), so the remaining integral equals \(\omega_c^2V/c^2\). With \(\mathbf B=\nabla\times\mathbf A\),

\[
\frac1{8\pi}\int|\mathbf B|^2d^3r=\frac1{8\pi}\,\frac{4\pi c^2}{V}\,Q^2\,\frac{\omega_c^2V}{c^2}=\frac{\omega_c^2Q^2}{2}.
\]

The mode is therefore an oscillator of unit mass:

\[
H_{\rm mode}=\frac12\left(P^2+\omega_c^2Q^2\right),\qquad [Q,P]=i\hbar .
\]

The usual ladder operators are defined by

\[
Q=\sqrt{\frac{\hbar}{2\omega_c}}\,(a+a^\dagger),\qquad P=-i\sqrt{\frac{\hbar\omega_c}{2}}\,(a-a^\dagger).
\]

At the charge, where \(|\mathbf u|=1\),

\[
A=c\sqrt{\frac{4\pi}{V}}\,Q=\sqrt{\frac{2\pi\hbar c^2}{\omega_cV}}\,(a+a^\dagger).
\]

## Part (b): a pair of coupled oscillators

**Question.** Define \(\omega_p>0\) by \(\omega_p^2=4\pi e^2/(mV)\). Bring \(H\) to a form in which the two momenta appear only as a sum of squares and all coupling sits in a potential energy. Give the stiffness matrix of that potential.

**Answer.** Take \(e>0\). For a negative charge, replace \((Q,P)\) by \((-Q,-P)\) first. This preserves the commutator and \(H_{\rm mode}\), and restores the sign used below. Then

\[
\frac ecA=e\sqrt{\frac{4\pi}{V}}\,Q=\sqrt m\,\omega_pQ .
\]

Remove the mass with \(X=\sqrt m\,x\) and \(\Pi=p/\sqrt m\). The factors cancel in the commutator, so \([X,\Pi]=i\hbar\), and

\[
H=\frac12(\Pi-\omega_pQ)^2+\frac12\omega_0^2X^2+\frac12P^2+\frac12\omega_c^2Q^2 .
\]

The coupling joins a momentum, \(\Pi\), to a coordinate, \(Q\). For a harmonic oscillator the roles of coordinate and momentum can be exchanged. Define

\[
q=\frac{\Pi}{\omega_0},\qquad p_q=-\omega_0X .
\]

The minus sign keeps the commutator correct:

\[
[q,p_q]=-[\Pi,X]=[X,\Pi]=i\hbar .
\]

Since \(\omega_0^2X^2=p_q^2\) and \(\Pi=\omega_0q\),

\[
H=\frac12(p_q^2+P^2)+\frac12(\omega_0q-\omega_pQ)^2+\frac12\omega_c^2Q^2 .
\]

Expanding the square gives \(\omega_0^2q^2-2\omega_0\omega_pqQ+\omega_p^2Q^2\). The potential is thus \(\tfrac12\left(K_{11}q^2+2K_{12}qQ+K_{22}Q^2\right)\) with

\[
K=\begin{pmatrix}\omega_0^2&-\omega_0\omega_p\\-\omega_0\omega_p&\omega_c^2+\omega_p^2\end{pmatrix}.
\]

The \(\omega_p^2\) in the lower right corner comes from the \(A^2\) term.

## Part (c): diagonalization

**Question.** Diagonalize \(H\) for \(\omega_p>0\). Find the product of the two polariton frequencies, the sum of their squares, each frequency separately, and the energy levels.

**Answer.** Rotate the coordinates and the momenta by the same angle:

\[
\begin{aligned}
q&=\cos\theta\,\xi_--\sin\theta\,\xi_+,& Q&=\sin\theta\,\xi_-+\cos\theta\,\xi_+,\\
p_q&=\cos\theta\,\pi_--\sin\theta\,\pi_+,& P&=\sin\theta\,\pi_-+\cos\theta\,\pi_+ .
\end{aligned}
\]

A rotation preserves sums of squares, so \(p_q^2+P^2=\pi_-^2+\pi_+^2\). It also preserves the commutators. Inverting the rotation gives \(\xi_-=\cos\theta\,q+\sin\theta\,Q\), and similarly for the others, so

\[
[\xi_-,\pi_-]=i\hbar(\cos^2\theta+\sin^2\theta)=i\hbar,\qquad
[\xi_-,\pi_+]=i\hbar(-\cos\theta\sin\theta+\sin\theta\cos\theta)=0 .
\]

The other two commutators follow in the same way. In the potential, the coefficient of \(\xi_-\xi_+\) is

\[
(K_{22}-K_{11})\sin\theta\cos\theta+K_{12}(\cos^2\theta-\sin^2\theta)
=\tfrac12(K_{22}-K_{11})\sin2\theta+K_{12}\cos2\theta .
\]

It vanishes when

\[
\tan2\theta=\frac{2\omega_0\omega_p}{\omega_c^2+\omega_p^2-\omega_0^2},\qquad 0<2\theta<\pi ,
\]

with \(2\theta=\pi/2\) if the denominator is zero. What remains is

\[
H=\frac12\left(\pi_-^2+\Omega_-^2\xi_-^2\right)+\frac12\left(\pi_+^2+\Omega_+^2\xi_+^2\right),
\]

where \(\Omega_\pm^2\) are the eigenvalues of \(K\). To see which is larger, subtract the two diagonal coefficients:

\[
\Omega_+^2-\Omega_-^2=(K_{22}-K_{11})\cos2\theta+2\omega_0\omega_p\sin2\theta .
\]

Let \(R=\sqrt{(K_{22}-K_{11})^2+4\omega_0^2\omega_p^2}\). The chosen range of \(\theta\) means \(\cos2\theta=(K_{22}-K_{11})/R\) and \(\sin2\theta=2\omega_0\omega_p/R\). The difference is then \(R>0\), so the plus sign labels the upper polariton.

Both eigenvalues are positive. The potential in part (b) is a sum of two squares, and these vanish together only at \(Q=0\), \(q=0\). Hence \(\Omega_\pm\) can be taken as positive real frequencies.

A rotation leaves the determinant unchanged, so

\[
\Omega_+^2\Omega_-^2=\det K=\omega_0^2(\omega_c^2+\omega_p^2)-\omega_0^2\omega_p^2=\omega_0^2\omega_c^2 .
\]

Taking the positive root,

\[
\boxed{\;\Omega_+\Omega_-=\omega_0\omega_c\;}
\]

The trace is unchanged as well:

\[
\Omega_+^2+\Omega_-^2=\omega_0^2+\omega_c^2+\omega_p^2 .
\]

Adding or subtracting twice the product completes a square:

\[
(\Omega_+\pm\Omega_-)^2=(\omega_0\pm\omega_c)^2+\omega_p^2 .
\]

Half the sum and half the difference of the positive roots give

\[
\Omega_\pm=\frac12\left[\sqrt{(\omega_0+\omega_c)^2+\omega_p^2}\pm\sqrt{(\omega_0-\omega_c)^2+\omega_p^2}\right].
\]

The levels are those of two independent oscillators, with \(n_\pm=0,1,2,\ldots\):

\[
E=\hbar\Omega_+\left(n_++\tfrac12\right)+\hbar\Omega_-\left(n_-+\tfrac12\right).
\]

## Part (d): a numerical case

**Question.** For one electron take the model values \(\hbar\omega_0=2.0\) eV, \(\hbar\omega_c=1.5\) eV and \(\hbar\omega_p=1.0\) eV. Find the rotation angle, the polariton energies and the zero-point energy. Is the dipole approximation reasonable?

**Answer.** In eV², the matrix \(\hbar^2K\) has the elements \(4.00\), \(-2.00\) and \(1.5^2+1.0^2=3.25\). Its determinant is \(4.00\times3.25-2.00^2=9.00\) eV⁴. The angle follows from

\[
\tan2\theta=\frac{4.00}{3.25-4.00}=-5.33 .
\]

With \(2\theta\) between \(0\) and \(180^\circ\), this gives \(\theta=50.3^\circ\). The two roots are

\[
\sqrt{3.5^2+1.0^2}=3.640\ \text{eV},\qquad \sqrt{0.5^2+1.0^2}=1.118\ \text{eV}.
\]

Therefore

\[
\begin{aligned}
\hbar\Omega_-&=\tfrac12(3.640-1.118)=1.261\ \text{eV},\\
\hbar\Omega_+&=\tfrac12(3.640+1.118)=2.379\ \text{eV}.
\end{aligned}
\]

As angular frequencies these are \(1.916\times10^{15}\) and \(3.614\times10^{15}\) rad/s. Their product in energy units is \(1.261\times2.379=3.000\) eV², equal to \(2.0\times1.5\) eV².

The zero-point energy is \(3.640/2=1.820\) eV, against \(1.750\) eV without coupling. It rises because \(\Omega_++\Omega_-\) contains the additional positive term \(\omega_p^2\) under its root. Diagonalizing the original Hamiltonian in a basis of number states gives the same value.

The definition of \(\omega_p\) fixes the mode volume, \(V=4\pi e^2/(m\omega_p^2)=1.379\) nm³, whose cube root is 1.11 nm. The uncoupled oscillator has an rms displacement \(\sqrt{\hbar/(2m\omega_0)}=0.138\) nm, about one eighth of that length. If the field varies on the scale \(V^{1/3}\), which the value of \(V\) alone does not guarantee, the dipole approximation is tolerable by this rough measure. The mode itself is artificial: light of 1.5 eV has a wavelength of hundreds of nanometres, and an ordinary empty cavity has a far larger mode volume. A cubic box whose lowest mode lies at 1.5 eV has a side of about 580 nm and \(V\approx5\times10^7\) nm³, which gives \(\hbar\omega_p\approx1.7\times10^{-4}\) eV for one electron. The numbers illustrate the Hamiltonian at a visible coupling, and do not describe a device.

## Part (e): does a polariton soften?

**Question.** Follow both frequencies as \(\omega_p\) grows at fixed \(\omega_0\) and \(\omega_c\). Can either reach zero? Explain the answer physically.

**Answer.** As \(\omega_p\to0\), the second root in \(\Omega_\pm\) tends to \(|\omega_0-\omega_c|\). The polaritons then return to the larger and the smaller of \(\omega_0\) and \(\omega_c\). At resonance, \(\omega_0=\omega_c\), their splitting is \(\Omega_+-\Omega_-=\omega_p\).

Both roots grow with \(\omega_p\), so \(\Omega_+\) rises. The product is fixed, so

\[
\Omega_-=\frac{\omega_0\omega_c}{\Omega_+}
\]

must fall. The lower polariton does soften in the sense that its frequency decreases. It does not become a zero-frequency mode at any finite coupling, because \(\Omega_+\) is finite. For \(\omega_p\) much larger than \(\omega_0\) and \(\omega_c\), both roots approach \(\omega_p\), and so does \(\Omega_+\), which is half their sum. The fixed product then gives the lower frequency:

\[
\Omega_+\simeq\omega_p,\qquad \Omega_-\simeq\frac{\omega_0\omega_c}{\omega_p}.
\]

The physical reason appears when \(Q\) is held at a fixed value and the energy is minimized over the matter variables. In the Hamiltonian of part (b), written with \(\Pi\) and \(X\), the minimum lies at

\[
\Pi=\omega_pQ,\qquad X=0 ,
\]

and the classical energy left over, with \(P=0\), is \(\tfrac12\omega_c^2Q^2\). In quantum mechanics \(X\) and \(\Pi\) cannot both be sharp, which adds the zero-point energy \(\tfrac12\hbar\omega_0\), independent of \(Q\). The coupling has not lowered the cost of a static vector potential. This is as it should be: a vector potential constant in time produces no electric field through \(-\dot{\mathbf A}/c\), and the magnetic force is neglected in the dipole approximation. At the minimum the canonical momentum is \(p=eA/c\), and the velocity \((p-eA/c)/m\) is zero.

The determinant expresses the same fact. It is the matter stiffness \(K_{11}=\omega_0^2\) times the stiffness of \(Q\) after \(q\) has been minimized out:

\[
\det K=K_{11}\left(K_{22}-\frac{K_{12}^2}{K_{11}}\right)
=\omega_0^2\left(\omega_c^2+\omega_p^2-\omega_p^2\right).
\]

The reduction \(-\omega_p^2\), caused by the linear coupling, is cancelled by the \(A^2\) term.

## Part (f): the \(A^2\) term removed

**Question.** Drop the term \(e^2A^2/(2mc^2)\) but keep the term linear in \(A\). Find the lower squared frequency and the coupling at which it vanishes. What happens beyond that point?

**Answer.** The dropped term is \(\tfrac12\omega_p^2Q^2\). Removing it changes one element of the stiffness matrix:

\[
K'=\begin{pmatrix}\omega_0^2&-\omega_0\omega_p\\-\omega_0\omega_p&\omega_c^2\end{pmatrix},\qquad
\det K'=\omega_0^2(\omega_c^2-\omega_p^2).
\]

The eigenvalue equation is \(\lambda^2-(\omega_0^2+\omega_c^2)\lambda+\det K'=0\). Its discriminant is

\[
(\omega_0^2+\omega_c^2)^2-4\omega_0^2\omega_c^2+4\omega_0^2\omega_p^2=(\omega_0^2-\omega_c^2)^2+4\omega_0^2\omega_p^2 ,
\]

so the lower root is

\[
\lambda_-=\frac12\left[\omega_0^2+\omega_c^2-\sqrt{(\omega_0^2-\omega_c^2)^2+4\omega_0^2\omega_p^2}\right].
\]

Because the trace is positive, \(\lambda_-\) has the sign of the determinant. It vanishes at \(\omega_p=\omega_c\), whatever the value of \(\omega_0\), and is negative for larger coupling.

At \(\omega_p=\omega_c\) the lower normal coordinate has no restoring force and moves as a free particle. For \(\omega_p>\omega_c\) its potential \(\tfrac12\lambda_-\xi^2\) is an inverted parabola. A wave packet of fixed shape can be displaced along this coordinate to make its energy as low as desired, so the Hamiltonian has no ground state. The truncated Hamiltonian is therefore not a model of a new stable phase.

The table uses \(\hbar\omega_0=2.0\) eV and \(\hbar\omega_c=1.5\) eV.

| \(\hbar\omega_p\) (eV) | \(\hbar\Omega_-\) with \(A^2\) (eV) | \(\hbar\Omega_+\) with \(A^2\) (eV) | \(\hbar^2\lambda_-\) without \(A^2\) (eV²) |
|---|---|---|---|
| 0.5 | 1.414 | 2.121 | 1.796 |
| 1.0 | 1.261 | 2.379 | 0.942 |
| 1.5 | 1.113 | 2.695 | 0.000 |
| 2.0 | 0.985 | 3.046 | −0.970 |
| 5.0 | 0.539 | 5.564 | −6.913 |

With \(A^2\), the product of the two energies is 3.000 eV² in every row. The last row needs a mode volume of only 0.055 nm³, less than that of a cube of side 0.4 nm. A field that varies along \(x\) on this scale would change appreciably over the oscillator's motion, and the dipole approximation would then fail. The row is meant only to show the trend of the model.

The omission already matters below the threshold. At \(\hbar\omega_p=1.0\) eV the lower frequency without \(A^2\) is \(\sqrt{0.942}=0.971\) eV. This is 23% below the value of 1.261 eV obtained with \(A^2\).

At \(\hbar\omega_p=2.0\) eV the numerical ground energy shows the instability directly. With 10, 18 and 26 number states for each oscillator, the truncated Hamiltonian gives \(-3.4\), \(-10.3\) and \(-17.8\) eV, with no sign of settling. With \(A^2\) kept, the three values all round to 2.0156 eV.

## Part (g): are the two couplings independent?

**Question.** Write the linear coupling as \(i\hbar g(b-b^\dagger)(a+a^\dagger)\), where \(b\) is the ladder operator of the matter oscillator, and the quadratic term as \(\hbar D(a+a^\dagger)^2\). Relate \(D\) to \(g\), and express the threshold of part (f) through \(g\).

**Answer.** For the matter oscillator,

\[
X=\sqrt{\frac{\hbar}{2\omega_0}}\,(b+b^\dagger),\qquad \Pi=-i\sqrt{\frac{\hbar\omega_0}{2}}\,(b-b^\dagger).
\]

The cross term in \(\tfrac12(\Pi-\omega_pQ)^2\) is \(-\omega_p\Pi Q\), since \(\Pi\) and \(Q\) commute. The minus sign cancels the one in \(\Pi\):

\[
-\omega_p\Pi Q=i\omega_p\sqrt{\frac{\hbar\omega_0}{2}}\sqrt{\frac{\hbar}{2\omega_c}}\,(b-b^\dagger)(a+a^\dagger),
\qquad g=\frac{\omega_p}{2}\sqrt{\frac{\omega_0}{\omega_c}} .
\]

The quadratic term is

\[
\frac12\omega_p^2Q^2=\frac{\hbar\omega_p^2}{4\omega_c}(a+a^\dagger)^2,
\qquad D=\frac{\omega_p^2}{4\omega_c} .
\]

Squaring \(g\) gives \(g^2=\omega_p^2\omega_0/(4\omega_c)=\omega_0D\), so

\[
D=\frac{g^2}{\omega_0}.
\]

Both terms come from one square, with the same charge, mass and mode volume. In the Coulomb-gauge Hamiltonian used here, \(D\) therefore cannot be set to zero while \(g\) is kept. In the case of part (d), \(\hbar g=0.577\) eV and \(\hbar D=1.0^2/(4\times1.5)=0.167\) eV, which agrees with \((\hbar g)^2/(\hbar\omega_0)=0.5774^2/2.0=0.167\) eV.

Putting \(\omega_p=\omega_c\) into \(g\) gives the threshold of the truncated Hamiltonian,

\[
g=\frac12\sqrt{\omega_0\omega_c},
\]

or \(\hbar g=0.866\) eV here. The size of the \(A^2\) term is measured by \(4D/\omega_c=\omega_p^2/\omega_c^2\). When this is small, dropping the term changes the frequencies by a relative amount of up to about \(2D/\omega_c\), but it can still spoil the shifts caused by the coupling: for \(\omega_0=5\omega_c\) and \(D=0.01\,\omega_c\) the lower frequency is off by 2%, while its shift from \(\omega_c\) is overstated about 25 times. At this threshold, however, \(D=\omega_c/4\), so the apparent zero-frequency mode occurs where the neglected term is no longer small.

The conclusions hold for one harmonically bound charge and one lossless mode in the dipole approximation. An anharmonic binding or a field that varies across the charge's motion would change the Hamiltonian, and the product rule would have to be examined again. For \(N\) identical charges in the same harmonic well, forces that depend only on their separations do not act on the centre of mass, which alone couples to the mode; the product rule then holds for the two coupled modes, with \(\omega_p^2\) replaced by \(N\omega_p^2\). The numerical check checks the frequencies from Hamilton's equations and from number-state diagonalization.

## Computed results

```
MODEL PARAMETERS (one electron)
hbar omega0 = 2.00 eV
hbar omega_c = 1.50 eV
hbar omega_p, main case = 1.00 eV
mode volume V = 1.379 nm^3
cube root of V = 1.113 nm
rms x of uncoupled oscillator = 0.138 nm
MAIN CASE, A^2 KEPT
K11 = 4.0000 eV^2
K12 = -2.0000 eV^2
K22 = 3.2500 eV^2
det K = 9.0000 eV^4
rotation angle theta = 50.31 degrees
sqrt((w0+wc)^2+wp^2) = 3.6401 eV
sqrt((w0-wc)^2+wp^2) = 1.1180 eV
lower polariton = 1.2610 eV = 1.9158 x 10^15 rad/s
upper polariton = 2.3790 eV = 3.6144 x 10^15 rad/s
product of polaritons = 3.0000 eV^2
omega0 times omega_c = 3.0000 eV^2
sum of squares = 7.2500 eV^2
zero-point energy, formula = 1.820027 eV
zero-point energy, number states = 1.820027 eV
zero-point energy, uncoupled = 1.750000 eV
first excitation, number states = 1.261010 eV
hbar g = 0.5774 eV
hbar D = 0.1667 eV
hbar g at false softening = 0.8660 eV
MAIN CASE, A^2 DROPPED
lower frequency = 0.9706 eV
upper frequency = 2.3039 eV
product = 2.2361 eV^2
TABLE: wp (eV), V (nm^3), lower (eV), upper (eV), product (eV^2),
       lower squared frequency without A^2 (eV^2)
0.5  5.515  1.4142  2.1213  3.0000  1.7962
1.0  1.379  1.2610  2.3790  3.0000  0.9420
1.5  0.613  1.1134  2.6945  3.0000  0.0000
2.0  0.345  0.9848  3.0463  3.0000  -0.9696
5.0  0.055  0.5392  5.5641  3.0000  -6.9132
GROUND ENERGY AT hbar omega_p = 2.0 eV, growing basis
10 states each: with A^2 2.015566 eV, without -3.3842 eV
18 states each: with A^2 2.015564 eV, without -10.3361 eV
26 states each: with A^2 2.015564 eV, without -17.8404 eV
CHECKS
largest relative product error, 200 random cases = 2.4e-12
lower*wp/(w0*wc) at hbar omega_p = 200 eV: 0.99992
```
